# The Parry two-dimensional Ewald sum and the square-lattice constant

## What dimensions fix

Place a point charge $q$ at every site of a square lattice of side $L$, and neutralize it with a uniform sheet of charge density $-q/L^2$ in the same plane. Let $v$ be the potential at a site, with the Coulomb potential of the charge at that site removed. In Hartree atomic units a charge $q$ has potential $q/r$. The potential is linear in $q$, and $L$ is the only length in the problem, so

$$v=-C\,\frac{q}{L},$$

where $C$ is a pure number. It will turn out that $C=3.9003$. The argument needs the sheet to lie in the plane of the charges: a sheet at height $s$ would bring in a second length, and $C$ would become a function of $s/L$.

Any auxiliary length used to compute $C$ must drop out. The Ewald method introduces one, $1/\alpha$, and the term with zero in-plane wavevector is needed for it to cancel.

## The general statement

Let charges $q_i$ sit at $\mathbf r_i=(\boldsymbol\rho_i,z_i)$ in a cell of area $A$, repeated at the vectors $\mathbf R$ of a plane lattice. Space is open along $z$. Write $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, and let $\mathbf G$ be the plane reciprocal lattice vectors, with $G=|\mathbf G|$. For a neutral cell, $\sum_iq_i=0$, the energy per cell is

$$E=\frac12\sum_{ij}\sum_{\mathbf R}{}'\frac{q_iq_j}{|\mathbf r_{ij}+\mathbf R|}, \tag{1}$$

where the prime omits $i=j$ at $\mathbf R=0$. The sum over $i,j$ is done first, then the sum over cells. The claim is

$$\begin{aligned}E={}&\frac12\sum_{ij}\sum_{\mathbf R}{}'q_iq_j\frac{\operatorname{erfc}(\alpha|\mathbf r_{ij}+\mathbf R|)}{|\mathbf r_{ij}+\mathbf R|}+\frac1{2A}\sum_{ij}q_iq_j\sum_{\mathbf G\ne0}e^{i\mathbf G\cdot\boldsymbol\rho_{ij}}T(G,z_{ij})\\&-\frac{\pi}{A}\sum_{ij}q_iq_jh(z_{ij})-\frac{\alpha}{\sqrt\pi}\sum_iq_i^2,\end{aligned}\tag{2}$$

with

$$T(G,z)=\frac{\pi}{G}\Big[e^{Gz}\operatorname{erfc}\Big(\frac{G}{2\alpha}+\alpha z\Big)+e^{-Gz}\operatorname{erfc}\Big(\frac{G}{2\alpha}-\alpha z\Big)\Big],$$

$$h(z)=z\operatorname{erf}(\alpha z)+\frac{e^{-\alpha^2z^2}}{\alpha\sqrt\pi}.$$

## First derivation: regulate the direct sum

**Convergence.** Replace $1/r$ by $f_\varepsilon(r)=\operatorname{erfc}(\varepsilon r)/r$ and later let $\varepsilon\to0$. To justify this, expand the interaction of two distant cells in $\mathbf r_{ij}$ about $\mathbf R$. The zeroth-order term is proportional to $(\sum_iq_i)^2=0$. The first-order term contains $\sum_{ij}q_iq_j(\mathbf r_i-\mathbf r_j)$, which vanishes because each piece has a factor $\sum_iq_i$. What remains is bounded by second derivatives of $f_\varepsilon$.

Since $f_\varepsilon(r)=\varepsilon g(\varepsilon r)$ with $g(x)=\operatorname{erfc}(x)/x$, and since $x^2g'$ and $x^3g''$ are bounded, these derivatives are at most $c/r^3$ with $c$ independent of $\varepsilon$. In a plane $\sum R^{-3}$ converges. The sum over cells is therefore absolutely convergent, uniformly in $\varepsilon$, and the limit $\varepsilon\to0$ may be taken after summation. The shape of the growing block of cells does not matter.

**Splitting.** The substitution $u=rt$ gives

$$\frac{\operatorname{erfc}(\varepsilon r)}r=\frac2{\sqrt\pi}\int_\varepsilon^\infty e^{-r^2t^2}dt.$$

Cut the integral at $t=\alpha$. The part above $\alpha$ is $\operatorname{erfc}(\alpha r)/r$, which gives the first term of (2). In the part below $\alpha$ the Gaussians are broad, so their lattice sum is better written in Fourier space. The function $\sum_{\mathbf R}e^{-t^2|\boldsymbol\rho+\mathbf R|^2}$ is periodic, and its Fourier coefficient is the integral of a single Gaussian over the whole plane:

$$\frac1A\int e^{-t^2\rho^2-i\mathbf G\cdot\boldsymbol\rho}d^2\rho=\frac{\pi}{At^2}e^{-G^2/4t^2}.$$

The part below $\alpha$, for one pair and with all $\mathbf R$ included, is then

$$\frac{2\sqrt\pi}{A}\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}\int_\varepsilon^\alpha\frac{dt}{t^2}\,e^{-G^2/4t^2-z^2t^2}. \tag{3}$$

**Nonzero wavevectors.** For $G\neq0$ the factor $e^{-G^2/4t^2}$ removes the singularity at $t=0$, so we may set $\varepsilon=0$. The integral, with its factor $2\sqrt\pi$, equals $T(G,z)$. To see this, put $a=G/2\alpha$ and $b=\alpha z$. Then $2ab=Gz$, so

$$e^{Gz}e^{-(a+b)^2}=e^{-Gz}e^{-(a-b)^2}=e^{-a^2-b^2}.$$

Differentiating the error functions in $T$, with $da/d\alpha=-G/2\alpha^2$, the two contributions of $db/d\alpha$ cancel and

$$\frac{\partial T}{\partial\alpha}=\frac\pi G\Big(-\frac2{\sqrt\pi}\Big)e^{-a^2-b^2}\,2\Big(-\frac G{2\alpha^2}\Big)=\frac{2\sqrt\pi}{\alpha^2}e^{-G^2/4\alpha^2-\alpha^2z^2}.$$

This is the integrand at $t=\alpha$. Both sides vanish as $\alpha\to0$, so they are equal.

**Zero wavevector.** For $G=0$ the integral diverges as $\varepsilon\to0$ and must be kept regulated. Define

$$F(t)=\frac{e^{-z^2t^2}}t+\sqrt\pi\,z\operatorname{erf}(zt).$$

Its derivative is

$$F'(t)=-\frac{e^{-z^2t^2}}{t^2}-2z^2e^{-z^2t^2}+2z^2e^{-z^2t^2}=-\frac{e^{-z^2t^2}}{t^2}.$$

The $G=0$ part of (3) is therefore $(2\sqrt\pi/A)[F(\varepsilon)-F(\alpha)]$. For small $\varepsilon$, $F(\varepsilon)=1/\varepsilon+O(\varepsilon)$, while $F(\alpha)=\sqrt\pi\,h(z)$. Hence

$$\frac{2\sqrt\pi}{A}[F(\varepsilon)-F(\alpha)]=\frac{2\sqrt\pi}{A\varepsilon}-\frac{2\pi}{A}h(z)+O(\varepsilon). \tag{4}$$

The divergent part does not depend on $z$. Multiplied by $\frac12q_iq_j$ and summed, it is proportional to $(\sum_iq_i)^2$ and vanishes. The function $h$ depends on $z_{ij}$ and survives, giving the third term of (2). If the cell were charged and had no background, the energy would diverge as $1/\varepsilon$.

**Self term.** Equation (3) includes $\mathbf R=0$ for $i=j$, which (1) omits. That contribution is $(2/\sqrt\pi)\int_\varepsilon^\alpha dt\to2\alpha/\sqrt\pi$. Subtracting it with weight $\frac12q_i^2$ gives the last term of (2).

**Adding the sheet.** Now take one charge $q$ per cell, at the origin, with a sheet of density $-q/A$ at $z=0$. Let each cell of sheet be centred on its charge, so that the cell has neither charge nor dipole. Its potential then falls as $R^{-3}$, and the same regulator is allowed. Integrating the Gaussians over the plane, and using $F(\infty)=\sqrt\pi|z|$, the regulated sheet potential is

$$-\frac{q}{A}\,\frac2{\sqrt\pi}\int_\varepsilon^\infty\frac{\pi}{t^2}e^{-z^2t^2}dt=-\frac{2\sqrt\pi\,q}{A}\big[F(\varepsilon)-\sqrt\pi|z|\big].$$

Added to $q$ times the left side of (4), it cancels $F(\varepsilon)$. The potential of charges and sheet is

$$\phi(\boldsymbol\rho,z)=q\Big[\sum_{\mathbf R}\frac{\operatorname{erfc}(\alpha|\mathbf r+\mathbf R|)}{|\mathbf r+\mathbf R|}+\frac1A\sum_{\mathbf G\neq0}e^{i\mathbf G\cdot\boldsymbol\rho}T(G,z)+\frac{2\pi}A\big(|z|-h(z)\big)\Big]. \tag{5}$$

## Second derivation: solve Poisson's equation

This route starts from the field equation. Surround each point charge by a Gaussian cloud of opposite charge, and add a second Gaussian array that restores the original density. The unit Gaussian

$$\sigma(r)=\frac{\alpha^3}{\pi^{3/2}}e^{-\alpha^2r^2}$$

has the potential $\operatorname{erf}(\alpha r)/r$. Indeed, the radial field of that potential is $Q(r)/r^2$ with

$$Q(r)=\operatorname{erf}(\alpha r)-\frac{2\alpha r}{\sqrt\pi}e^{-\alpha^2r^2},\qquad Q'(r)=\frac{4\alpha^3r^2}{\sqrt\pi}e^{-\alpha^2r^2}=4\pi r^2\sigma(r),$$

so $Q(r)$ is the enclosed charge, as Gauss's law requires. A point charge with its opposite cloud has the short-ranged potential $\operatorname{erfc}(\alpha r)/r$, which is summed directly.

The lattice of unit Gaussians has the density

$$\frac1A\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}e^{-G^2/4\alpha^2}\frac{\alpha}{\sqrt\pi}e^{-\alpha^2z^2}.$$

Write its potential as $A^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}u_G(z)$. Poisson's equation, $\nabla^2\phi=-4\pi\times$ density, becomes one ordinary equation for each wavevector:

$$u_G''-G^2u_G=-4\sqrt\pi\,\alpha\,e^{-G^2/4\alpha^2-\alpha^2z^2}. \tag{6}$$

**Nonzero wavevectors.** The homogeneous solutions $e^{\pm Gz}$ grow on one side and are excluded. The bounded response to a source $-4\pi\delta(z-z')$ is $(2\pi/G)e^{-G|z-z'|}$: its slope jumps by $-4\pi$ at $z'$. Thus

$$u_G(z)=\frac{2\pi}{G}\frac\alpha{\sqrt\pi}e^{-G^2/4\alpha^2}\int_{-\infty}^\infty e^{-G|z-z'|-\alpha^2z'^2}dz'.$$

For $z'<z$, complete the square with $s=\alpha z'-G/2\alpha$:

$$e^{-Gz}\int_{-\infty}^ze^{Gz'-\alpha^2z'^2}dz'=e^{-Gz}e^{G^2/4\alpha^2}\frac{\sqrt\pi}{2\alpha}\operatorname{erfc}\Big(\frac G{2\alpha}-\alpha z\Big).$$

The part $z'>z$ follows by changing the sign of $z$. The prefactors multiply to $\pi/G$, and $u_G=T(G,z)$.

**Zero wavevector.** Equation (6) reduces to $u_0''=-4\sqrt\pi\,\alpha e^{-\alpha^2z^2}$. One integration gives $u_0'=-2\pi\operatorname{erf}(\alpha z)$ plus a constant. Since

$$h'(z)=\operatorname{erf}(\alpha z)+\frac{2\alpha z}{\sqrt\pi}e^{-\alpha^2z^2}-\frac{2\alpha z}{\sqrt\pi}e^{-\alpha^2z^2}=\operatorname{erf}(\alpha z),$$

a second integration gives $-2\pi h(z)$ plus a linear function. For the whole cell, the plane-averaged potential of the Gaussians is therefore

$$\Phi_0(z)=-\frac{2\pi}A\sum_jq_jh(z-z_j)+bz+c.$$

Far outside the layer $h'\to\pm1$, so for a neutral cell the sum has zero slope there and the exterior field is $-b$. With no applied field, $b=0$. The constant $c$ enters the energy as $\frac12c\sum_iq_i=0$.

The energy is $\frac12\sum_iq_i$ times the potential at charge $i$, excluding that charge's own potential. The own Gaussian contributes $\lim_{r\to0}\operatorname{erf}(\alpha r)/r=2\alpha/\sqrt\pi$ per unit charge, and this must be subtracted. Collecting the terms reproduces (2).

**Adding the sheet.** For unit charges, the sheet adds $+4\pi\delta(z)$ to the right side of the $G=0$ equation, hence $2\pi|z|$ to its solution. The sum $2\pi(|z|-h)$ tends to zero on both sides, because $h(z)\to|z|$. Choosing the potential to vanish far away leaves no added constant, and (5) follows again.

## The constant for the square lattice

To find $v$, set $\boldsymbol\rho=0$, $z=0$ in (5) and remove the charge's own $q/r$. Its term $\operatorname{erfc}(\alpha r)/r$ less $1/r$ is $-\operatorname{erf}(\alpha r)/r$, which tends to $-2\alpha/\sqrt\pi$. With $T(G,0)=(2\pi/G)\operatorname{erfc}(G/2\alpha)$ and $h(0)=1/(\alpha\sqrt\pi)$,

$$\frac vq=\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(\alpha R)}R+\frac{2\pi}A\sum_{\mathbf G\neq0}\frac{\operatorname{erfc}(G/2\alpha)}G-\frac{2\sqrt\pi}{\alpha A}-\frac{2\alpha}{\sqrt\pi}.$$

For the square lattice $R=nL$ and $G=2\pi n/L$, where $n=|\mathbf n|$ and $\mathbf n$ is a pair of integers. Choose $\alpha=\sqrt\pi/L$. Then $\alpha R=G/2\alpha=\sqrt\pi\,n$, the two sums become equal, and each of the last two terms is $-2/L$:

$$\frac{vL}{q}=-4+2\sum_{\mathbf n\neq0}\frac{\operatorname{erfc}(\sqrt\pi\,n)}{n}. \tag{7}$$

The four nearest sites have $\operatorname{erfc}(\sqrt\pi)=0.012189$ and contribute $8\times0.012189=0.09751$, which brings the value to $-3.90249$. The four sites at $n=\sqrt2$ have $\operatorname{erfc}(\sqrt{2\pi})=3.9275\times10^{-4}$. They contribute $8\times3.9275\times10^{-4}/\sqrt2=0.00222$, giving $-3.90027$. The next two shells bring it to $-3.9002649$. Thus

$$v=-3.9003\,\frac qL.$$

The sign is that of the sheet, whose opposite charge reaches right up to the site: the part of the sheet in the site's own cell alone gives $-4\ln(1+\sqrt2)\,q/L=-3.53\,q/L$ (the square integral below with $a=\frac12$), and all the other neutral cells supply the small remainder.

The direct sum gives the same number slowly. Take the bare $1/R$ sum over a square block with sites from $-N$ to $N$ in each direction, and subtract the integral of $1/r$ over the square of half side $a=N+\frac12$ (in units of $L$). That integral consists of eight triangles, each giving $\int_0^{\pi/4}a\sec\theta\,d\theta=a\ln(1+\sqrt2)$. The differences are $-3.8925$, $-3.8964$ and $-3.8983$ for $N=30$, $60$ and $120$. The $R^{-3}$ cell potentials leave a leading tail proportional to $1/a$. Fitting a constant plus terms in $1/a$ and $1/a^3$ to these three values, kept at full precision rather than rounded as above, gives the constant $-3.9002649$.

**From potential to energy.** The energy also includes the sheet in the field of the charges and of itself. Average (5) over a plane at height $z$. The $\mathbf G\neq0$ terms average to zero, and the short-ranged sum gives

$$\frac{2\sqrt\pi\,q}{A}\int_\alpha^\infty\frac{dt}{t^2}e^{-z^2t^2}=\frac{2\sqrt\pi\,q}{A}\big[F(\alpha)-\sqrt\pi|z|\big]=\frac{2\pi q}A\big(h-|z|\big).$$

This cancels the last term of (5), so the average of $\phi$ is zero at every height. The uniform sheet therefore contributes nothing to $\frac12\int(\text{density})\,\phi$, and

$$E_{\text{lattice+sheet}}=\frac12qv=-1.9501\,\frac{q^2}{L}.$$

The number $3.9003$ belongs to the site potential; the energy carries half of it.

## What each derivation assumes

The first derivation assumes only the pairwise Coulomb law and the instruction to add whole neutral cells. It proves that the limit exists and finds it. Nothing is said about fields at infinity: their absence is a consequence. The price is an estimate of convergence, which rests on neutrality and on the sum being two-dimensional. In three dimensions $\sum R^{-3}$ is not absolutely convergent, and this argument would fail.

The second derivation assumes a potential that is periodic in the plane, with no applied field outside the layer. It needs no regulator, and the zero-wavevector term appears as an ordinary electrostatic problem of charged planes. By itself, however, it does not show that its boundary condition is the one selected by the direct sum (1). The agreement of the two results supplies that link.

The second route also shows what open space along $z$ means for a polar layer. Far away $h(z-z_j)\to|z-z_j|$, so with $b=0$, $\Phi_0$ tends to $c\pm2\pi D/A$ above and below, where $D=\sum_jq_jz_j$. The potential steps by $4\pi D/A$ across the layer. A potential forced to be periodic along $z$ could not have this step with zero field on both sides, so (2) does not describe a polar layer repeated along $z$ under the condition that the potential be periodic. A stack of separated neutral layers in open space is different. The zero-wavevector coupling between two such layers is proportional to $\sum q_iq_j|z_{ij}|$ with $z_{ij}$ of one sign, which vanishes by neutrality. The steps accumulate, and (2) gives the energy per layer apart from interlayer terms with $G\neq0$, which decay exponentially with the gap.

## Two opposite lattices

Consider a model with charges $+q$ on a square lattice at $z=0$ and $-q$ directly above them at $z=d$. Add to each lattice its own neutralizing coplanar sheet, and compensate with two opposite uniform sheets, of density $+q/A$ at $z=0$ and $-q/A$ at $z=d$. The total density is unchanged.

Each lattice with its sheet has energy $\frac12qv$, the same for both signs of charge. The compensating sheets do not interact with these units, whose plane-averaged potential is zero. They form a capacitor with field $4\pi q/A$ and energy

$$\frac1{8\pi}\Big(\frac{4\pi q}A\Big)^2Ad=\frac{2\pi q^2d}A.$$

The two lattice-and-sheet units interact through the point charges $-q$ in the potential of the lower unit; the upper sheet again sees a zero average. Let $v_1$ and $\phi_1$ be $v$ and $\phi$ for $q=1$. Then

$$E=q^2v_1+\frac{2\pi q^2d}{A}-q^2\phi_1(0,d),\qquad \phi_1(0,d)=\frac{2\pi}A\sum_{\mathbf G\neq0}\frac{e^{-Gd}}G. \tag{8}$$

The last formula is (5) for $\alpha\to\infty$ at $z=d>0$: the short-ranged sum vanishes, $h\to d$, and $T\to(2\pi/G)e^{-Gd}$. For $d\gg L$ the sum dies exponentially and the linear capacitor energy remains beside the constant. For $d\ll L$, $\phi_1(0,d)\to1/d+v_1$, and the leading energy is $-q^2/d$, that of an isolated pair.

Take $q=1$, $L=10$ bohr and $d=5$ bohr. One lattice with its sheet has $v=-0.39003$ hartree per unit charge and energy $-0.19501$ hartree per cell, or $-5.307$ eV. For the two lattices, evaluating the sum in (8) numerically gives

$$E=-0.39003+0.31416-0.02135=-0.09722\ \text{hartree},$$

or $-2.645$ eV per cell. The zero of energy is that of the point charges infinitely far apart, with self-energies excluded.

Formula (2) divides the same energy differently for each $\alpha$ (energies in hartree per cell):

| $\alpha L$ | real | $G\neq0$ | $G=0$ | self | sum |
|---|---|---|---|---|---|
| 1.200 | −0.06223 | 0.00002 | 0.10040 | −0.13541 | −0.09722 |
| 1.772 | −0.03889 | 0.00233 | 0.13934 | −0.20000 | −0.09722 |
| 3.000 | −0.00677 | 0.05027 | 0.19780 | −0.33851 | −0.09722 |

Without the $G=0$ column the sums would be $-0.1976$, $-0.2366$ and $-0.2950$ hartree. They depend on $\alpha$, which has no physical meaning. Neutrality removes the divergent constant at zero wavevector, but not the dependence on height. Here the $G=0$ term is $(2\pi q^2/A)[h(d)-h(0)]$. At the values of $\alpha$ in the table it is smaller than the capacitor energy $2\pi q^2d/A=0.31416$ hartree, and it tends to that energy as $\alpha\to\infty$, where $h(d)\to d$ and $h(0)\to0$.
